\section*{Quartic warping and unchanged transverse mass in silicon's conduction valleys}

At 50 meV above the bottom of a silicon conduction valley, a two-band model with rough silicon parameters gives a constant-energy contour of radius $0.4993\ \mathrm{nm^{-1}}$ along $[100]$ and $0.5178\ \mathrm{nm^{-1}}$ along $[110]$. Both directions are transverse to the valley axis, and the transverse mass at the bottom is the same in both, $0.19\,m_0$. The contour is nevertheless 3.7\% wider along the diagonal. The difference comes from a coupling between two conduction bands that is proportional to $k_xk_y$. It cannot alter the curvature at the minimum, but it bends the band at fourth order.

Let the valley axis be $z$, and measure $\mathbf k$ from the zone-boundary point $\mathbf X=(0,0,2\pi/a)$, where $a$ is the lattice constant. Spin-orbit coupling is left out, and the crystal is at first unstrained. At $\mathbf X$ the lowest conduction level, of energy $E_X$, is a doublet with states $|1\rangle,|2\rangle$. In the basis of the Bloch states at $\mathbf X$ the one-electron Hamiltonian is
\begin{equation}
H(\mathbf k)=H_X+\frac{\hbar}{m_0}\,\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m_0}.
\end{equation}
Write an eigenstate as amplitudes $c_a$ on the doublet and $c_r$ on all remote states. To first order in $\mathbf k$ the remote rows of the eigenvalue equation give
\begin{equation}
c_r=\frac{\hbar}{m_0}\sum_{b}\frac{\mathbf k\cdot\mathbf p_{rb}}{E_X-E_r}\,c_b .
\end{equation}
Replacing the energy by $E_X$ in the denominator, and dropping couplings among remote states, changes the result beyond second order. Inserting $c_r$ into the doublet rows gives an effective $2\times2$ matrix
\begin{equation}
H_{ab}=\Bigl(E_X+\frac{\hbar^2k^2}{2m_0}\Bigr)\delta_{ab}
+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p_{ab}
+\frac{\hbar^2}{m_0^2}\sum_{r,i,j}k_ik_j\frac{p^i_{ar}p^j_{rb}}{E_X-E_r}.
\label{fold}
\end{equation}

Symmetry decides which entries survive. Put the origin at a bond centre, with atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=a(1,1,1)/8$. Four operations suffice: the twofold rotation $C_2:(x,y,z)\to(-x,-y,z)$, the mirror $x\leftrightarrow y$, the rotation-reflection $S_4:(x,y,z)\to(y,-x,-z)$, all three about the atom at $\boldsymbol\tau$, and the inversion $J$ about the bond centre. With $R$ the matrix of $S_4$,
\begin{align}
S_4J\,\mathbf r&=R(-\mathbf r-\boldsymbol\tau)+\boldsymbol\tau=-R\mathbf r-R\boldsymbol\tau+\boldsymbol\tau,\\
JS_4\,\mathbf r&=-R(\mathbf r-\boldsymbol\tau)-\boldsymbol\tau=-R\mathbf r+R\boldsymbol\tau-\boldsymbol\tau .
\end{align}
They differ by $2(\boldsymbol\tau-R\boldsymbol\tau)=a(0,1,1)/2$, a lattice vector, whose Bloch phase at $\mathbf X$ is $e^{i\pi}=-1$. On states at $\mathbf X$ the two operations therefore anticommute. If $S_4\psi=\lambda\psi$, then $S_4J\psi=-\lambda J\psi$, so $J\psi$ is a different state of the same energy: each level at $\mathbf X$ is degenerate.

For the conduction doublet, $C_2$ and the mirror both act as the unit matrix. This is a property of the particular level, and a pseudopotential calculation described below confirms it. Since $S_4^2=C_2=1$ and $J^2=1$, the two anticommuting operations can be represented by $S_4=\sigma_y$ and $J=\sigma_x$. Invariance requires $UH(\mathbf k)U^{-1}=H(R\mathbf k)$ for each operation $U$ with its own matrix $R$. Under $S_4$ the matrices $1,\sigma_y$ are even and $\sigma_x,\sigma_z$ odd; under $J$ the matrices $1,\sigma_x$ are even and $\sigma_y,\sigma_z$ odd.

The terms can now be sorted. $C_2$ forbids $k_x$, $k_y$, $k_xk_z$ and $k_yk_z$. The linear term $k_z$ is odd under both $J$ and $S_4$, so it multiplies $\sigma_z$. Quadratic terms are even under $J$ and can multiply $1$ or $\sigma_x$. Of these, $k_z^2$ and $k_x^2+k_y^2$ are even under $S_4$ and go with $1$, while $k_xk_y\to-k_xk_y$ is odd and goes with $\sigma_x$. The combination $k_x^2-k_y^2$ is also odd under $S_4$, but the mirror removes it. A constant can multiply $1$ alone. With the energy zero moved to $E_X$,
\begin{equation}
H=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}
+\frac{\hbar^2k_0k_z}{m_l}\,\sigma_z+\frac{\hbar^2k_xk_y}{M}\,\sigma_x .
\label{H}
\end{equation}
Comparison with (\ref{fold}) identifies $k_0=m_l\langle1|p_z|1\rangle/(\hbar m_0)$ and
\begin{align}
\frac1{m_t}&=\frac1{m_0}+\frac{2}{m_0^2}\sum_r\frac{|p^x_{1r}|^2}{E_X-E_r},\\
\frac1M&=\frac1{m_0^2}\sum_r\frac{p^x_{1r}p^y_{r2}+p^y_{1r}p^x_{r2}}{E_X-E_r}.
\end{align}
The signs of $k_0$ and $M$ depend on the labelling and phases of the two states; both are taken positive. The diagonal mass $m_t$ already contains the remote bands. That the coupling leaves the transverse mass unchanged means that it adds nothing to this $m_t$.

The two sums are related when one remote doublet dominates. Let $P$ project on it, and define $v_{ax}=Pp_x|a\rangle$, $v_{ay}=Pp_y|a\rangle$. The symmetry argument holds for the contribution of each doublet separately. The absence of a $k_xk_y$ term on the diagonal makes the real part of $\langle v_{1x}|v_{1y}\rangle$ vanish; the mirror exchanges the two vectors, so this overlap equals its own conjugate and has no imaginary part. Hence $v_{1x}\perp v_{1y}$. The absence of an off-diagonal $k_x^2$ term gives $v_{1x}\perp v_{2x}$. All four vectors have the same length $Q$. In a two-dimensional space this forces $v_{2x}=e^{i\alpha}v_{1y}$, and the mirror then gives $v_{2y}=e^{i\alpha}v_{1x}$. The numerator of $1/M$ becomes $2e^{i\alpha}Q^2$, which is real because the term is proportional to $\sigma_x$, hence $\pm2Q^2$. The numerator in $1/m_t$ is $2Q^2$ as well. For a dominant doublet below $E_X$,
\begin{equation}
\frac1M\simeq\frac1{m_t}-\frac1{m_0}.
\label{rule}
\end{equation}

The eigenvalues of (\ref{H}) follow from the anticommutation of $\sigma_z$ and $\sigma_x$. With $A_z=\hbar^2k_0k_z/m_l$ and $B=\hbar^2k_xk_y/M$, the square of $A_z\sigma_z+B\sigma_x$ is $A_z^2+B^2$. The lower band is
\begin{equation}
E=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2k_\perp^2}{2m_t}-\sqrt{A_z^2+B^2},\qquad k_\perp^2=k_x^2+k_y^2 .
\label{E}
\end{equation}
On the axis, where $B=0$, completing the square gives
\begin{equation}
E=\frac{\hbar^2(|k_z|-k_0)^2}{2m_l}-E_0,\qquad E_0=\frac{\hbar^2k_0^2}{2m_l}.
\end{equation}
There are two minima, at $k_z=\pm k_0$, a depth $E_0$ below the crossing at $\mathbf X$. The one at $-k_0$ lies inside the first zone; the one at $+k_0$ is equivalent to the valley near $-\mathbf X$. Since (\ref{E}) is even in $k_z$, it is enough to treat $+k_0$.

For $k_z>0$ the root can be split without approximation:
\begin{equation}
\sqrt{A_z^2+B^2}=A_z+\frac{B^2}{A_z+\sqrt{A_z^2+B^2}} .
\label{split}
\end{equation}
Near $k_z=k_0$ the denominator stays close to $2A_z>0$, while $B^2$ is proportional to $k_x^2k_y^2$. The last term therefore has no first, second or third derivatives at $(0,0,k_0)$. What remains is a sum of parabolas, so that
\begin{equation}
\frac1{\hbar^2}\frac{\partial^2E}{\partial k_i\partial k_j}\bigg|_{(0,0,k_0)}
=\mathrm{diag}\Bigl(\frac1{m_t},\frac1{m_t},\frac1{m_l}\Bigr),
\end{equation}
whatever the value of $M$. The physical reason is that an ordinary $\mathbf k\cdot\mathbf p$ coupling is linear in the transverse wave vector and shifts the energy at second order, which changes a mass. This coupling starts at second order, so the repulsion it causes starts at fourth.

At the minimum $A_z=\hbar^2k_0^2/m_l=2E_0$, and the leading part of the last term in (\ref{split}) is
\begin{equation}
\frac{B^2}{2A_z}=\frac{\hbar^4k_x^2k_y^2}{M^2}\,\frac{m_l}{2\hbar^2k_0^2}=C\,k_x^2k_y^2,
\qquad C=\frac{\hbar^2m_l}{2M^2k_0^2}.
\end{equation}
It enters (\ref{E}) with a minus sign. This is second-order level repulsion: the squared coupling divided by the gap $2A_z=4E_0$ to the partner band, which pushes the lower band down.

The range of this result is set by the ratio of coupling to half-gap,
\begin{equation}
\eta=\frac{B}{2E_0}=\frac{m_lk_xk_y}{Mk_0^2},\qquad E_0\eta^2=C\,k_x^2k_y^2 .
\end{equation}
In the fixed plane $k_z=k_0$, (\ref{E}) reads
\begin{align}
E&=-E_0+\frac{\hbar^2k_\perp^2}{2m_t}+2E_0\bigl(1-\sqrt{1+\eta^2}\bigr)\nonumber\\
&=-E_0+\frac{\hbar^2k_\perp^2}{2m_t}-E_0\eta^2+\tfrac14E_0\eta^4-\cdots
\label{plane}
\end{align}
If instead $k_z$ is free to take the value of lowest energy, put $u=k_z/k_0\ge0$. The part of the energy that depends on $u$ or $\eta$ is $E_0u^2-2E_0\sqrt{u^2+\eta^2}$, with derivative
\begin{equation}
2E_0u\Bigl(1-\frac1{\sqrt{u^2+\eta^2}}\Bigr).
\end{equation}
For $|\eta|<1$ it vanishes at $u^2=1-\eta^2$, being negative below that point and positive above. There the root equals one, and the energy is $E_0(1-\eta^2)-2E_0$. Hence
\begin{equation}
\min_{k_z}E=-E_0+\frac{\hbar^2k_\perp^2}{2m_t}-C\,k_x^2k_y^2,\qquad |\eta|\le1 .
\label{relaxed}
\end{equation}
Within the two-band model the relaxed valley floor is thus exactly quartic: the small shift of $k_z$ towards $\mathbf X$ cancels the higher terms in (\ref{plane}).

For $|\eta|\ge1$ the derivative is positive for all $u>0$, the minimum sits at $k_z=0$, and the two valleys have merged. Their energy is then
\begin{equation}
\min_{k_z}E=\frac{\hbar^2k_\perp^2}{2m_t}-\frac{\hbar^2|k_xk_y|}{M}.
\end{equation}
Along $[110]$, where $k_xk_y=k_\perp^2/2$, this is a parabola with inverse mass $1/m_t-1/M$, which by rule (\ref{rule}) is $1/m_0$. Being a small difference of two large numbers, this value is sensitive to the error of the rule; the pseudopotential masses at $\mathbf X$ given below yield $0.86/m_0$. The quartic form must therefore not be continued to large $k_\perp$, where it would fall without limit.

The example takes $m_l=0.92\,m_0$, $m_t=0.19\,m_0$, $a=0.543$ nm and $k_0=0.15\,(2\pi/a)=1.7357\ \mathrm{nm^{-1}}$, which are rough values for silicon. Rule (\ref{rule}) gives $m_0/M=1/0.19-1=4.263$, so $M=0.2346\,m_0$. With $\hbar^2/m_0=0.0762\ \mathrm{eV\,nm^2}$,
\begin{align}
E_0&=\frac{0.0762\times1.7357^2}{2\times0.92}\ \mathrm{eV}=124.8\ \mathrm{meV},\\
C&=\frac{0.0762\times0.92}{2\times0.2346^2\times1.7357^2}\ \mathrm{eV\,nm^4}=0.211\ \mathrm{eV\,nm^4}.
\end{align}
Numerical diagonalization of (\ref{H}) gives the same $C$, and finite differences at the minimum return masses of 0.19, 0.19 and 0.92 $m_0$.

The contours are easiest to read in terms of $\varepsilon=\hbar^2k_\perp^2/2m_t$ and the angle $\varphi$ from $[100]$. Since $k_xk_y=\tfrac12k_\perp^2\sin2\varphi$ and $k_\perp^4=4m_t^2\varepsilon^2/\hbar^4$, the energy $\mathcal E$ above the minimum is, to fourth order,
\begin{equation}
\mathcal E=\varepsilon-\beta\sin^2(2\varphi)\,\varepsilon^2,\qquad
\beta=\frac{Cm_t^2}{\hbar^4}=\frac{(m_t/M)^2}{4E_0}=1.31\ \mathrm{eV^{-1}}.
\end{equation}
Along $[100]$ the contour is that of a parabolic band. Along $[110]$, inversion gives $\varepsilon\simeq\mathcal E(1+\beta\mathcal E)$, and the radius, which goes as $\sqrt\varepsilon$, grows by the fraction $\beta\mathcal E/2$. At $\mathcal E=50$ meV this is 3.3\%. Solving the quadratic instead of expanding it gives $\varepsilon=53.8$ meV and an excess of 3.7\%, the value found by diagonalization. The energy balance at that radius shows the mechanism: 53.8 meV of transverse kinetic energy, less 3.8 meV of warping, leaves 50 meV. There $\eta=0.17$, and the next term of (\ref{plane}), $E_0\eta^4/4$, is just 0.03 meV.

A magnetic field along $z$ samples the warping through the cyclotron mass $m_c=(\hbar^2/2\pi)\,dS/d\mathcal E$, where $S$ is the area enclosed in a plane of fixed $k_z$. For $k_z=k_0$,
\begin{align}
S&=\frac12\int_0^{2\pi}k_\perp^2\,d\varphi=\frac{m_t}{\hbar^2}\int_0^{2\pi}\varepsilon\,d\varphi
\simeq\frac{2\pi m_t}{\hbar^2}\Bigl(\mathcal E+\frac{\beta}{2}\mathcal E^2\Bigr),\\
m_c&\simeq m_t(1+\beta\mathcal E),
\end{align}
because the mean of $\sin^22\varphi$ is one half. As $\mathcal E\to0$ the cyclotron mass returns to $m_t$, as it must if the curvature is unchanged. At 50 meV the formula gives $0.2025\,m_0$ and diagonalization $0.2046\,m_0$. The next term of the inversion, $2\beta^2\sin^4(2\varphi)\,\mathcal E^3$ with angular mean $\tfrac34\beta^2\mathcal E^3$, adds $\tfrac94\beta^2\mathcal E^2m_t=0.0018\,m_0$ and accounts for most of the difference.

Averaged over angle in the plane $k_z=k_0$, the warping acts to leading order like a nonparabolicity $\varepsilon=\mathcal E(1+\alpha\mathcal E)$ with $\alpha=\beta/2=0.66\ \mathrm{eV^{-1}}$. Such a description keeps the mean increase of the cyclotron mass and loses the direction dependence of the contour. The value belongs to this plane and should not be used for the density of states of the whole valley: sections away from $k_z=k_0$ carry less transverse energy, so the warping counts for less there.

Shear strain removes the protection of the mass. The component $\epsilon_{xy}$ transforms like $k_xk_y$, so it adds a constant $s$ to the coefficient of $\sigma_x$. The minimization over $k_z$ goes through as before with $\eta$ replaced by $\eta+\eta_0$, $\eta_0=s/2E_0$, provided $|\eta+\eta_0|\le1$:
\begin{equation}
\min_{k_z}E=-E_0+\frac{\hbar^2k_\perp^2}{2m_t}-E_0\bigl(\eta_0^2+2\eta_0\eta+\eta^2\bigr).
\end{equation}
The cross term is $2E_0\eta_0\eta=s\hbar^2k_xk_y/(2E_0M)$, which is quadratic in $\mathbf k$. With $k_xk_y=\pm k_\perp^2/2$ along the two diagonals,
\begin{equation}
\frac1{m_{[110]}}=\frac1{m_t}-\frac{s}{2E_0M},\qquad
\frac1{m_{[1\bar10]}}=\frac1{m_t}+\frac{s}{2E_0M}.
\end{equation}
For $s=20$ meV, $\eta_0=20/249.5=0.080$, and the masses become $0.203\,m_0$ and $0.178\,m_0$, a change of 6 to 7\% from $0.19\,m_0$. The same coupling that is invisible in the unstrained mass tensor sets how strongly the mass responds to shear.

How far the two-band picture represents a crystal can be judged from a band calculation that does not assume it. The one used here is a local empirical pseudopotential for silicon, with form factors $-0.21$, $0.04$ and $0.08$ Ry at squared reciprocal vectors 3, 8 and 11 in units of $(2\pi/a)^2$, and 108 plane waves. It omits spin-orbit coupling, nonlocality and lattice vibrations, and serves as a model of the remote bands, not as a measurement. Its doublet at $\mathbf X$ has the symmetry matrices assumed above, and the folded Hamiltonian has the structure of (\ref{H}). The nearest valence level lies 3.95 eV below. That doublet alone contributes 4.13 to both $m_0/m_t-1$ and $m_0/M$, whose totals are 4.04 and 4.19. Their ratio is 1.035, so the one-doublet rule holds there to about 3.5\%.

The calculated minimum lies $0.146\,(2\pi/a)$ from $\mathbf X$ and 129 meV below it, with the partner band 0.528 eV higher; the two-band example has $4E_0=0.499$ eV. The warping coefficient extracted from the full bands is $0.207\ \mathrm{eV\,nm^4}$. When the partner band alone is deleted from the basis at the minimum, the coefficient drops to $-0.004\ \mathrm{eV\,nm^4}$, while the transverse mass stays at $0.184\,m_0$. In this calculation the partner band therefore causes nearly all the warping and none of the resolved mass. The estimate $(\hbar^2/M)^2$ divided by the gap, with $M=0.239\,m_0$ folded at $\mathbf X$, gives $0.193\ \mathrm{eV\,nm^4}$, 7 to 8\% below the full result. The last digit of some of these values depends on the basis and on the finite-difference step: with 230 or more plane waves and vanishing step the depth is 128 meV, the gap 0.527 eV and the warping coefficient $0.209\ \mathrm{eV\,nm^4}$, while the masses do not change in the digits shown.

Two effects absent from (\ref{H}) can be sized in the same way. The transverse mass is $0.198\,m_0$ at $\mathbf X$ and $0.184\,m_0$ at the minimum, a 7\% drift along the axis, so the constant $m_t$ of the model should be read as the value at the valley bottom. There is also an isotropic term $-0.008\,k_\perp^4\ \mathrm{eV\,nm^4}$, obtained with $k_z$ relaxed. At the $[110]$ radius of the example it contributes $-0.6$ meV, about 15\% of the warping energy. It enlarges the contour in all transverse directions, so even the $[100]$ direction is not strictly parabolic.

For electrons in unstrained silicon near 300 K the correction is modest: at the thermal energy of 25.9 meV the $[110]$ energy is lowered by $\beta\varepsilon=3.4\%$ relative to a parabolic band. It matters more for carriers heated by a strong field. In the model the constant-energy surfaces of the two valleys join at $\mathbf X$ once the energy reaches $E_0=125$ meV above the minimum, and from there on they can no longer be treated as separate. Below $E_0$ separate ellipsoids are an approximation that worsens steadily with energy. Along $[110]$ the two minima in $k_z$ merge at $k_\perp=k_0\sqrt{2M/m_l}=1.24\ \mathrm{nm^{-1}}$, 183 meV above the minimum. This energy is a model estimate: the isotropic term and the drift of $m_t$ along the axis, both left out of (\ref{H}), are no longer negligible at that wave vector. In strained-channel devices the assumption $s=0$ fails when the strain has a shear component $\epsilon_{xy}$. Uniaxial stress along $[110]$ produces one; biaxial strain in the (001) plane and uniaxial stress along $[100]$ do not. With a shear deformation potential of order 10 eV, a rough figure, the 20 meV used above corresponds to a shear strain of about 0.2\%, and the resulting 6 to 7\% mass change exceeds the thermal warping correction. Symmetry does not fix the sign of $s$ relative to $\epsilon_{xy}$ and $M$, so it does not say which diagonal becomes lighter under a given stress. The unchanged transverse mass is also a bulk result. In a film confined along $z$ the two valleys give a degenerate pair of subbands, on which $B\sigma_x$ acts at first order even for $s=0$. With hard walls, (\ref{H}) gives $[110]$ masses of $0.206\,m_0$ and $0.176\,m_0$ for the two lowest subbands at a thickness of 3 nm, and a splitting below 1\% at 10 nm. These sizes belong to the hard-wall boundary and are only indicative for real interfaces.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TWO-BAND MODEL, rough silicon values
hbar^2/m0 = 0.076200 eV nm^2
longitudinal mass ml = 0.92 m0, transverse mt = 0.19 m0
coupling mass M from one-doublet rule = 0.2346 m0
lattice constant = 0.543 nm, k0 = 1.7357 1/nm
depth of minimum below X, E0 = 124.76 meV
Hessian masses x, y, z = 0.19000, 0.19000, 0.92000 m0
warping C: formula 0.21146, diagonalization 0.21146 eV nm^4
beta along [110] = 1.3147 1/eV, angular mean = 0.6574 1/eV
contour energy above minimum = 50 meV
contour radius [100] = 0.4993 1/nm, [110] = 0.5178 1/nm
radius excess along [110] = 3.70 %
quartic energy at [110] radius = -3.802 meV
eta at [110] radius = 0.1746
cyclotron mass at this energy = 0.20457 m0
cyclotron mass, first-order formula = 0.20249 m0
thermal energy at 300 K = 25.85 meV
relative [110] correction at thermal energy = 3.40 %
valleys merge along [110] at k = 1.2394 1/nm
merging energy above minimum = 183.3 meV
shear coupling = 20 meV: mass [110] = 0.2032 m0, [1-10] = 0.1784 m0
PSEUDOPOTENTIAL SILICON, local, no spin-orbit coupling
form factors at G^2 = 3, 8, 11: -0.21, 0.04, 0.08 Ry
plane waves = 108
X doublet above top valence level at X = 3.952 eV
minimum at distance 0.1464 (2 pi/a) from X
minimum below X doublet = 128.7 meV
gap to partner band at minimum = 0.5279 eV
mt folded at X = 0.1982 m0, mt at minimum = 0.1842 m0
mt at minimum without partner band = 0.1842 m0
M folded at X = 0.2389 m0
(m0/M)/(m0/mt - 1) at X = 1.0349
warping C, full bands = 0.2073 eV nm^4
warping C, partner band removed = -0.0038 eV nm^4
warping C, two-band estimate = 0.1927 eV nm^4
neglected isotropic term -A k^4: A = 0.0078 eV nm^4
isotropic term at example [110] radius = -0.560 meV
\end{verbatim}
